**X-ray reflectivity fringes of a 5 nm film, with refraction**

The program tests the small-angle fringe spacing λ/(2d) and the refraction-corrected minima sin²θₘ = 2δ + (mλ/2d)². Here λ is the wavelength, d the film thickness, θ the incidence angle from the surface, m the fringe order, and n = 1 − δ + iβ the refractive index. The reference curve comes from carrying the field and its slope through the layers, without using the fringe formula. The program asserts agreement with the round-trip sum, the critical angle, the minima of dense and intermediate-density films, the weak-refraction limit, and the local spacing on a 50 nm film. It also asserts that fringes vanish when film and substrate have equal indices, and that each listed neglected effect changes the first separation less than refraction does. For λ = 0.154 nm and d = 5 nm the output gives a simple spacing of 0.882° and a first computed separation of 0.838°. The first two minima return 4.995 nm when δ is eliminated, against 5.265 nm from the simple formula.

## Program and output

```python
"""X-ray reflectivity fringes of a thin film on a thick substrate.

Result under test: well above the critical angle, but at small angle,
the fringe spacing in incidence angle is wavelength / (2 thickness).
With refraction, minima of a film denser than its substrate lie near
    sin(theta_m)^2 = 2 delta + (m wavelength / (2 thickness))^2.
theta: incidence angle from the surface; m: fringe order;
refractive index n = 1 - delta + i beta; lengths in nm.
The reference side solves the wave equation through the layers and
locates minima of the computed reflectivity, without the fringe formula.
"""
import numpy as np
from scipy import constants
from scipy.special import ndtr

WAVELENGTH = 0.154
THICKNESS = 5.0
FILM = (2.5e-5, 1.5e-6)
SUBSTRATE = (7.5e-6, 2.0e-7)
ANGLES = np.arange(0.70, 4.0, 0.001)


def normal_wavevector(angle_deg, material, wavelength):
    delta, beta = material
    index = 1 - delta + 1j * beta
    cosine = np.cos(np.radians(angle_deg))
    # index^2 - 1 is formed without subtracting nearly equal numbers
    shift = (index + 1) * (-delta + 1j * beta)
    sine_squared = np.sin(np.radians(angle_deg)) ** 2
    assert np.allclose(sine_squared, 1 - cosine ** 2, atol=1e-14)
    return 2 * np.pi / wavelength * np.sqrt(sine_squared + shift + 0j)


def wave_amplitude(angle_deg, layers, substrate, wavelength=WAVELENGTH):
    """Carry field and slope from the substrate up to the vacuum."""
    q = normal_wavevector(angle_deg, substrate, wavelength)
    field = np.ones_like(q)
    slope = 1j * q
    for height, material in reversed(layers):
        q = normal_wavevector(angle_deg, material, wavelength)
        c, s = np.cos(q * height), np.sin(q * height)
        field, slope = field * c - slope * s / q, field * q * s + slope * c
    q = normal_wavevector(angle_deg, (0.0, 0.0), wavelength)
    return (1j * q * field - slope) / (1j * q * field + slope)


def find_minima(layers, substrate, wavelength=WAVELENGTH, angles=ANGLES):
    y = np.log(np.abs(wave_amplitude(angles, layers, substrate,
                                     wavelength)) ** 2)
    i = np.where((y[1:-1] < y[:-2]) & (y[1:-1] < y[2:]))[0] + 1
    offset = 0.5 * (y[i - 1] - y[i + 1]) / (y[i - 1] - 2 * y[i] + y[i + 1])
    return angles[i] + offset * (angles[1] - angles[0])


def predicted_minimum(order, delta, thickness=THICKNESS):
    sine = np.sqrt(2 * delta + (order * WAVELENGTH / (2 * thickness)) ** 2)
    return np.degrees(np.arcsin(sine))


def local_spacing(angle_deg, delta, thickness):
    t = np.radians(angle_deg)
    rate = np.sqrt(np.sin(t) ** 2 - 2 * delta) / (np.sin(t) * np.cos(t))
    return np.degrees(WAVELENGTH / (2 * thickness) * rate)


simple_spacing = np.degrees(WAVELENGTH / (2 * THICKNESS))
critical_angle = np.degrees(np.sqrt(2 * FILM[0]))
film_stack = [(THICKNESS, FILM)]

# Sum over round trips against direct solution of the wave equation
q0 = normal_wavevector(ANGLES, (0.0, 0.0), WAVELENGTH)
q1 = normal_wavevector(ANGLES, FILM, WAVELENGTH)
q2 = normal_wavevector(ANGLES, SUBSTRATE, WAVELENGTH)
r01, r12 = (q0 - q1) / (q0 + q1), (q1 - q2) / (q1 + q2)
round_trip = np.exp(2j * q1 * THICKNESS)
summed = (r01 + r12 * round_trip) / (1 + r01 * r12 * round_trip)
direct = wave_amplitude(ANGLES, film_stack, SUBSTRATE)
assert np.max(np.abs(summed - direct)) < 1e-10

# Total reflection ends at the critical angle of a lossless thick medium
edge = np.array([0.99, 1.01]) * critical_angle
edge_reflectivity = np.abs(wave_amplitude(edge, [], (FILM[0], 0.0))) ** 2
assert abs(edge_reflectivity[0] - 1) < 1e-9
assert edge_reflectivity[1] < 0.8

# Minima of the dense film; the envelope and absorption shift them slightly
minima = find_minima(film_stack, SUBSTRATE)
predicted = predicted_minimum(np.arange(1, 5), FILM[0])
assert len(minima) == 4
assert np.max(np.abs(minima - predicted)) < 0.02
separations = np.diff(minima)
assert separations[0] < separations[-1]
assert abs(separations[-1] / simple_spacing - 1) < 0.015

# Simple spacing in the limit of weak refraction
weak = find_minima([(THICKNESS, (FILM[0] / 100, 0.0))],
                   (SUBSTRATE[0] / 100, 0.0))
weak_step = np.diff(np.sin(np.radians(weak)))[-1]
assert abs(weak_step / (WAVELENGTH / (2 * THICKNESS)) - 1) < 0.002

# A film of intermediate density has half-integer minima
light_delta = 1.2e-5
light = find_minima([(THICKNESS, (light_delta, 0.0))], (2.5e-5, 0.0))
light_prediction = predicted_minimum(np.array([1.5, 2.5, 3.5]), light_delta)
assert np.max(np.abs(light[:3] - light_prediction)) < 0.02

# No fringes when film and substrate have the same index
assert len(find_minima([(THICKNESS, SUBSTRATE)], SUBSTRATE)) == 0

# Local spacing, tested where a fringe is narrow compared with the angle
thick = 50.0
fine_angles = np.arange(0.70, 1.10, 0.0002)
thick_minima = find_minima([(thick, FILM)], SUBSTRATE, angles=fine_angles)
centres = 0.5 * (thick_minima[1:] + thick_minima[:-1])
nearest = np.argmin(np.abs(centres - 0.88))
thick_observed = np.diff(thick_minima)[nearest]
thick_formula = local_spacing(centres[nearest], FILM[0], thick)
assert abs(thick_observed / thick_formula - 1) < 0.015

# Thickness recovered from the first two computed minima
sines = np.sin(np.radians(minima))
recovered = WAVELENGTH / 2 * np.sqrt(3 / (sines[1] ** 2 - sines[0] ** 2))
naive = WAVELENGTH / (2 * np.radians(separations[0]))
assert abs(recovered / THICKNESS - 1) < 0.015
assert naive > THICKNESS
assert abs(naive - THICKNESS) > abs(recovered - THICKNESS)


def first_separation_change(layers, substrate, wavelength=WAVELENGTH):
    changed = find_minima(layers, substrate, wavelength)
    return changed[1] - changed[0] - separations[0]


# Size of effects outside the ideal model
roughness = 0.3
slice_height = 0.05
depths = np.arange(-1.5 + slice_height / 2, THICKNESS + 1.5, slice_height)
below_top = ndtr(depths / roughness)
below_bottom = ndtr((depths - THICKNESS) / roughness)
graded = []
for top, bottom in zip(below_top, below_bottom):
    mixed = tuple((top - bottom) * f + bottom * s
                  for f, s in zip(FILM, SUBSTRATE))
    graded.append((slice_height, mixed))
interlayer = (1.0, (7.0e-6, 1.0e-7))
wavelength_change = 0.0004
thickness_change = 0.1
changes = {
    "absorption removed": first_separation_change(
        [(THICKNESS, (FILM[0], 0.0))], (SUBSTRATE[0], 0.0)),
    "roughness 0.3 nm": first_separation_change(graded, SUBSTRATE),
    "oxide-like interlayer 1 nm": first_separation_change(
        film_stack + [interlayer], SUBSTRATE),
    "wavelength +0.0004 nm": first_separation_change(
        film_stack, SUBSTRATE, WAVELENGTH + wavelength_change),
    "thickness +0.1 nm": first_separation_change(
        [(THICKNESS + thickness_change, FILM)], SUBSTRATE),
}
refraction_change = separations[0] - simple_spacing
assert all(abs(v) < abs(refraction_change) for v in changes.values())

energy_kev = (constants.h * constants.c / (WAVELENGTH * 1e-9)
              / constants.e / 1000)
print(f"wavelength: {WAVELENGTH:.3f} nm")
print(f"photon energy: {energy_kev:.2f} keV")
print(f"film thickness: {THICKNESS:.1f} nm")
print(f"film delta, beta: {FILM[0]:.2e}, {FILM[1]:.2e} (no unit)")
print(f"substrate delta, beta: {SUBSTRATE[0]:.2e}, "
      f"{SUBSTRATE[1]:.2e} (no unit)")
print(f"simple spacing: {np.radians(simple_spacing):.4f} rad")
print(f"simple spacing in incidence angle: {simple_spacing:.3f} degree")
print(f"same spacing on a 2 theta axis: {2 * simple_spacing:.3f} degree")
print(f"film critical angle: {critical_angle:.3f} degree")
for order in range(1, 5):
    print(f"minimum m={order}, formula: {predicted[order - 1]:.3f} degree; "
          f"computed curve: {minima[order - 1]:.3f} degree")
for order, separation in enumerate(separations, 1):
    print(f"computed separation m={order} to {order + 1}: "
          f"{separation:.3f} degree")
print("local spacing at 0.88 degree, 5 nm film: "
      f"{local_spacing(0.88, FILM[0], THICKNESS):.3f} degree")
print(f"50 nm test, centre angle: {centres[nearest]:.3f} degree")
print(f"50 nm test, computed spacing: {thick_observed:.4f} degree")
print(f"50 nm test, local formula: {thick_formula:.4f} degree")
print(f"thickness from first two minima, delta removed: {recovered:.3f} nm")
print(f"thickness from first separation, simple formula: {naive:.3f} nm")
print("first separation minus simple spacing: "
      f"{refraction_change:+.4f} degree")
for label, value in changes.items():
    print(f"change of first separation, {label}: {value:+.4f} degree")
print("all assertions hold")
```

Running it gives:

```
wavelength: 0.154 nm
photon energy: 8.05 keV
film thickness: 5.0 nm
film delta, beta: 2.50e-05, 1.50e-06 (no unit)
substrate delta, beta: 7.50e-06, 2.00e-07 (no unit)
simple spacing: 0.0154 rad
simple spacing in incidence angle: 0.882 degree
same spacing on a 2 theta axis: 1.765 degree
film critical angle: 0.405 degree
minimum m=1, formula: 0.971 degree; computed curve: 0.978 degree
minimum m=2, formula: 1.811 degree; computed curve: 1.816 degree
minimum m=3, formula: 2.679 degree; computed curve: 2.683 degree
minimum m=4, formula: 3.555 degree; computed curve: 3.558 degree
computed separation m=1 to 2: 0.838 degree
computed separation m=2 to 3: 0.867 degree
computed separation m=3 to 4: 0.876 degree
local spacing at 0.88 degree, 5 nm film: 0.783 degree
50 nm test, centre angle: 0.853 degree
50 nm test, computed spacing: 0.0776 degree
50 nm test, local formula: 0.0777 degree
thickness from first two minima, delta removed: 4.995 nm
thickness from first separation, simple formula: 5.265 nm
first separation minus simple spacing: -0.0444 degree
change of first separation, absorption removed: +0.0008 degree
change of first separation, roughness 0.3 nm: +0.0007 degree
change of first separation, oxide-like interlayer 1 nm: -0.0011 degree
change of first separation, wavelength +0.0004 nm: +0.0024 degree
change of first separation, thickness +0.1 nm: -0.0180 degree
all assertions hold
```
